# Choosing How 3j and 6j Symbols Are Evaluated in Atomic Calculations

## The decision

An atomic-structure calculation must fix two linked settings: the largest angular momentum admitted, and the method that evaluates the angular coefficients. These coefficients multiply radial Slater integrals such as $F^k$, so a relative error in one passes undiminished into its energy contribution. For $s,p,d,f$ shells any sound method serves. When all the angular momenta in a symbol are large together, of order 100 in the cases below, the direct alternating sum in double precision can return a number with no correct digit. The choices are:

- **Exact integers** for coefficients that are tabulated and reused.
- **Matched recursion** when a whole family in one angular momentum is needed.
- **Direct floating sum** if its rounding bound, given below, is small compared with its result.

Throughout, $X_a=a(a+1)$, phases are Condon–Shortley, angular momenta are in units of $\hbar$, arguments obey the selection rules, and

$$\Delta(abc)=\frac{(a+b-c)!\,(a-b+c)!\,(-a+b+c)!}{(a+b+c+1)!}.$$

## The sums to be evaluated

Represent spin $j$ by the orthonormal monomials $x^{j+m}y^{j-m}/\sqrt{(j+m)!(j-m)!}$. Three spins have one singlet, because $j_3$ occurs once in $j_1\otimes j_2$. With $p=j_1+j_2-j_3$, $q=j_1+j_3-j_2$, $r=j_2+j_3-j_1$, it is proportional to

$$(x_1y_2-y_1x_2)^p(x_2y_3-y_2x_3)^r(x_3y_1-y_3x_1)^q,$$

since each bracket is rotation invariant and the degrees are $2j_i$. The 3j symbols are its normalised components. Take $-y_1x_2$ from $t$ of the first brackets. The required powers of $y_1$ and $x_2$ then fix the other choices, giving

$$S=\sum_t(-1)^t\binom pt\binom q{j_1-m_1-t}\binom r{j_2+m_2-t}.$$

The remaining signs combine to $(-1)^{j_1-j_2-m_3}$, so

$$\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}=(-1)^{j_1-j_2-m_3}N\,S\sqrt{\textstyle\prod_i(j_i+m_i)!(j_i-m_i)!}.$$

To find $N>0$, set $m_1=j_1$. Only $t=0$ survives, and rotational symmetry makes the squares sum over $m_2$ to $1/(2j_1+1)$. With $k=j_2+m_2$ that sum is

$$N^2(2j_1)!\,r!^2p!q!\sum_k\binom{p+r-k}{p}\binom{q+k}{q}.$$

The last sum is the coefficient of $z^r$ in $(1-z)^{-p-q-2}$, namely $\binom{p+q+r+1}{r}$. Since $p+q=2j_1$, this gives $N^{-2}=(j_1+j_2+j_3+1)!\,p!q!r!$. The positive root is the Condon–Shortley choice. The Clebsch–Gordan coefficient $\langle j_1m_1j_2m_2|j_3,-m_3\rangle$ is $(-1)^{j_1-j_2-m_3}\sqrt{2j_3+1}$ times the symbol and must be positive at $m_1=j_1$, where $S=\binom rk>0$.

For the 6j symbol I take Racah's single sum as a starting point rather than derive it:

$$\begin{Bmatrix}j_1&j_2&j_3\\l_1&l_2&l_3\end{Bmatrix}=\sqrt{\Delta_0\Delta_1\Delta_2\Delta_3}\sum_t\frac{(-1)^t(t+1)!}{\prod_{i=0}^3(t-s_i)!\prod_{i=1}^3(p_i-t)!}.$$

Here $s_i$ are the sums of the triads $(j_1j_2j_3)$, $(j_1l_2l_3)$, $(l_1j_2l_3)$, $(l_1l_2j_3)$, $\Delta_i$ are their $\Delta$ factors, and $p_i$ are the sums of the four entries in two columns. The program tests both formulas for small spins against coupled states built with ladder operators.

## Exact evaluation

Store each factorial as a list of prime exponents. Products and quotients become additions and subtractions. In the sum, take out the smallest exponent of each prime over all terms; the remaining terms are integers and are added without rounding. For each prime let $e$ be twice the common exponent plus its exponent under the outer square root. Put $\lfloor e/2\rfloor$ into a rational factor and $e\bmod2$ into a squarefree integer $r$. The symbol is a rational number times $\sqrt r$.

Take $\{3\,3\,5;3\,3\,2\}$. Its terms $t=11,12$ leave the integers $-4$ and $13$, with sum $9$. The common factor is $2^4 3^3 5^2 7\cdot11$ and the radicand is $2^{-12}3^{-12}5^{-2}7^{-4}11^{-2}$. Hence

$$e_2=-4,\quad e_3=-6,\quad e_5=2,\quad e_7=-2,\quad e_{11}=0,$$

and the value is $9\times5/(2^2 3^3 7)=5/84$, with $r=1$.

This symbol enters the $^3H$ term of $f^2$. The standard tensor formula, also taken as input, gives the coefficient of $F^k$ as

$$(-1)^L(2l+1)^2\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2\begin{Bmatrix}l&l&L\\l&l&k\end{Bmatrix}.$$

For $l=3$, $L=5$, $k=2$ the squared 3j is $4/105$, so the coefficient is $-49(4/105)(5/84)=-1/9$. For $k=4$ it is $-49(2/77)(17/462)=-17/363$, and for $k=6$ it is $-49(100/3003)(1/924)=-25/14157$. The program tests these against direct minus exchange integrals of spherical harmonics for orbitals $m=3,2$ with parallel spins. The traced sum has $(4+13)/9\approx1.9$ as its ratio of absolute to net sum, so cancellation is harmless here.

## Recursion for a family of 3j symbols

Let $f(J)$ be the 3j symbol with $j_1=J$ and everything else fixed. Consider the operators $\mathbf J=\mathbf j_2+\mathbf j_3$ and $\mathbf D=\mathbf j_2-\mathbf j_3$. A product state has $D_z=m_2-m_3$. In the coupled basis, with $M=-m_1$, the vector operator $D_z$ changes $J$ by at most one. Since $\mathbf D\cdot\mathbf J=X_2-X_3$ (subscripts meaning $j_2,j_3$), its diagonal element is $M(X_2-X_3)/X_J$, or zero at $J=0$.

The Wigner–Eckart theorem and the 3j formula for $(J,1,J-1)$, which has one term, give the off-diagonal element the form $b_J=c_J\sqrt{J^2-M^2}$. To find $c_{J+1}$, use the state $|JJ\rangle$ and

$$D^2=D_z^2+J_z+D_-D_+,\qquad D^2=2X_2+2X_3-\mathbf J^2.$$

The first follows from $[D_+,D_-]=2J_z$. On $|JJ\rangle$, $D_z$ has diagonal element $(X_2-X_3)/(J+1)$ and an upward element of square $(2J+1)c_{J+1}^2$. Because $D_+=-[J_+,D_z]$ and $J_+|JJ\rangle=0$, the squared norm of $D_+|JJ\rangle$ is $(2J+1)(2J+2)c_{J+1}^2$. Adding these and writing $K=J+1$,

$$(4K^2-1)c_K^2=2X_2+2X_3+1-K^2-\frac{(X_2-X_3)^2}{K^2}.$$

As $X_2-X_3=(j_2-j_3)(j_2+j_3+1)$, the right side factorises:

$$c_K=\frac{\sqrt{P_K}}{K\sqrt{4K^2-1}},\quad P_K=[K^2-(j_2-j_3)^2][(j_2+j_3+1)^2-K^2].$$

The coupled amplitudes are $u_J=\sqrt{2J+1}\,f(J)$ up to a sign independent of $J$. The eigenvalue equation is therefore

$$b_{J+1}u_{J+1}+d_Ju_J+b_Ju_{J-1}=0,\quad d_J=m_3-m_2-\frac{m_1(X_2-X_3)}{X_J}.$$

The positive root for $c_K$ is justified by $m_2=j_2$, $m_3=-j_3$. All Condon–Shortley amplitudes are then positive, and the eigenvalue $j_2+j_3$ is the largest. If some $b_Ju_Ju_{J-1}$ were negative, flipping all components from $J$ upward would raise the expectation value above the maximum. So $b_J>0$.

## Recursion for a family of 6j symbols

Let $h(J)$ be the 6j symbol with $j_1=J$, and write $L_i=l_i(l_i+1)$. Couple $\mathbf j_2,\mathbf j_3,\mathbf l_3,\mathbf l_2$ to total zero. One basis gives $\mathbf E=\mathbf j_2+\mathbf j_3=-(\mathbf l_3+\mathbf l_2)$ length $J$; another gives $\mathbf j_2+\mathbf l_3$ length $l_1$. By the recoupling definition their overlap is $\sqrt{(2J+1)(2l_1+1)}\,h(J)$, apart from phases of the basis states. In the second basis $\mathbf j_2\cdot\mathbf l_3=(L_1-X_2-L_3)/2$.

In the first basis, projection on $\mathbf E$ gives the diagonal element

$$-\frac{(X_J+X_2-X_3)(X_J+L_3-L_2)}{4X_J},$$

with the minus sign from $\mathbf l_3+\mathbf l_2=-\mathbf E$. Subtracting the eigenvalue and multiplying by 4,

$$d_J=-X_J+X_2+X_3+L_2+L_3-2L_1+\frac{(X_2-X_3)(L_2-L_3)}{X_J}.$$

The quotient is absent at $J=0$.

For the off-diagonal part write $\mathbf j_2=(\mathbf E+\mathbf D)/2$ and $\mathbf l_3=(-\mathbf E+\mathbf D')/2$, with $\mathbf D'=\mathbf l_3-\mathbf l_2$. Since $\mathbf E$ preserves $J$, only $\mathbf D\cdot\mathbf D'/4$ contributes. The singlets are

$$|J\rangle=(2J+1)^{-1/2}\sum_M(-1)^{J-M}|JM\rangle|J,-M\rangle,$$

and the three Cartesian components contribute equally. After multiplication by 4 the magnitude is

$$b_J=\frac{3c_Jc'_J}{\sqrt{4J^2-1}}\sum_{M=-J+1}^{J-1}(J^2-M^2)=\frac{\sqrt{P_JP'_J}}{J\sqrt{4J^2-1}}.$$

The sum equals $J(4J^2-1)/3$; primes mean $j_2,j_3\to l_3,l_2$. At the largest $l_1$, Racah's sum has one term, $t=j_2+j_3+l_2+l_3$, so all $h(J)$ share a sign. The flipping argument again gives $b_J>0$. The equation has the same three-term form, with $u_J=\sqrt{(2J+1)(2l_1+1)}\,h(J)$.

## Why the recursion is matched

Normalise both families by $\sum_Ju_J^2=1$. At the largest $J$ each Racah sum has one term, which fixes the overall sign: $(-1)^{j_2-j_3-m_1}$ for the 3j and $(-1)^{j_2+j_3+l_2+l_3}$ for the 6j.

Suppose $|d_J|\ge b_J+b_{J+1}$ and $|u_J|\ge|u_{J-1}|$. Then

$$|u_{J+1}|\ge\frac{|d_J||u_J|-b_J|u_{J-1}|}{b_{J+1}}\ge|u_J|.$$

A solution growing from an end keeps growing through such a region. Traversed in the opposite direction, the wanted solution decays while a rounding error excites the growing one. The remedy is to step upward until the magnitude first decreases, step downward from the top to an overlap, and scale the pieces together.

For $j_2=100$, $j_3=80$, $m_2=60$, $m_3=-50$, the last symbol, at $J=180$, is $5.247\times10^{-18}$. Matched recursion has relative error $1.6\times10^{-15}$; upward recursion alone has $4.2\times10^{14}$, an amplified rounding error whose size depends on the details of the arithmetic. A recursion run in one direction only should not be trusted in a decaying tail that it runs into. In a tail it starts from, the wanted solution grows and the steps are stable, which is why the matched scheme starts from both ends.

## Where the direct sum fails

Let $u=2^{-53}=1.11\times10^{-16}$ be the unit roundoff, without a subscript to distinguish it from the amplitudes $u_J$. Let $\kappa=\sum|\text{terms}|/|\sum\text{terms}|$. If $n$ terms are correctly rounded and added in order, each passes through at most $n$ roundings. To first order the relative error is at most $nu\kappa$.

**The 3j symbol $(j\,j\,j;0\,0\,0)$, $j$ even.** Here $S=\sum_t(-1)^t\binom jt^3$. To evaluate it, set $j_2=j_3=j$ and all projections to zero in the recursion. Then $d_J=0$, and for even $J$

$$\frac{f(J)}{f(J-2)}=-\frac{J-1}{J}\sqrt{\frac{(2j+1)^2-(J-1)^2}{(2j+1)^2-J^2}}.$$

Starting from $f(0)=(-1)^j/\sqrt{2j+1}$, the solution is

$$f(J)=(-1)^g\sqrt{\Delta(jjJ)}\frac{g!}{[(J/2)!]^2(j-J/2)!},\quad g=j+\frac J2.$$

It has the right start. Its squared ratio is $(J-1)^2(2j+J)(2j-J+2)/[J^2(2j-J+1)(2j+J+1)]$, which is the square of the recursion ratio after factoring the differences of squares. At $J=j$ the prefactor of $S$ is $\sqrt{\Delta(jjj)}$, so $|S|=(3j/2)!/[(j/2)!]^3$.

For large $j$, $\binom j{j/2+y}\approx2^j\sqrt{2/(\pi j)}\,e^{-2y^2/j}$. Cubing and integrating gives $\sum|\text{terms}|\approx2\cdot8^j/(\sqrt3\pi j)$. Stirling's formula gives $|S|\approx\sqrt3\,27^{j/2}/(\pi j)$. Thus

$$\kappa\approx\frac23\left(\frac8{\sqrt{27}}\right)^j=\frac23(1.5396)^j.$$

Each unit of $j$ costs about 0.19 decimal digit. The estimate puts $u\kappa=1$ at $j\approx86$.

**The 6j symbol $\{j\,j\,j;j\,j\,j\}$.** With $t=3j+k$, Racah's sum becomes $\Delta(jjj)$ times the sum of $(-1)^t\binom{t+1}{k}\binom jk^3$. Put $k=xj$. Setting the derivative of the leading logarithm to zero gives $(3+x)(1-x)^3=x^4$, or

$$2x^4-6x^2+8x-3=0,\qquad x=0.6409.$$

Including $\Delta(jjj)\sim3^{-3j}$, the exponential growth rate of the weighted terms is

$$(3+x)\ln(3+x)-6\ln3-4x\ln x-3(1-x)\ln(1-x)=0.3570$$

per unit $j$. Normalisation bounds the symbol by $1/(2j+1)$, so exponentially growing terms must cancel.

Relative errors of the two sums are:

| Symbol, $j$ | $\kappa$ | Rounded terms | Log-gamma terms |
|---|---:|---:|---:|
| 3j, 40 | $2.1\times10^7$ | $1.7\times10^{-10}$ | $3.1\times10^{-7}$ |
| 3j, 80 | $6.6\times10^{14}$ | $0.015$ | $11$ |
| 3j, 120 | $2.1\times10^{22}$ | $4.3\times10^4$ | $8.2\times10^8$ |
| 6j, 80 | $1.6\times10^{12}$ | $1.7\times10^{-5}$ | $0.036$ |
| 6j, 120 | $2.6\times10^{18}$ | $99$ | $6.8\times10^4$ |

"Rounded terms" converts exact integers to double precision before adding. The log-gamma version exponentiates differences of large logarithms; an absolute error $\delta$ in a logarithm becomes a relative error of about $\delta$ in the term.

Among even $j$, the relative error first reaches one at $j=92$ for the rounded 3j sum and $j=110$ for the 6j sum. With log-gamma terms this happens at $76$ and $84$. These thresholds hold for terms added in increasing $t$ with one log-gamma routine; since the errors are rounding noise, another order, another common scaling of the terms or another routine can move them. At $j=120$ the 3j symbol is $5.031\times10^{-3}$, but the rounded-term sum returns $-218$. The recursion's relative error is at most $1.1\times10^{-15}$ for both equal-$j$ symbols at $j=20,40,\dots,140$.

## Using the setting

Do not choose by $j$ alone. A stretched symbol may have one term and no cancellation at large $j$, whereas both equal-$j$ sums above have no correct digit at $j=120$. If a direct sum must be used, accumulate the absolute terms too. Compare $nu\sum|\text{terms}|$ with the magnitude of the computed sum: unless the former is much smaller, reject the result. This test assumes correctly rounded terms; log-gamma terms need an additional allowance for their logarithms. It judges relative accuracy, so it also rejects symbols that vanish exactly while obeying the selection rules, such as the $f$-shell 3j symbol $(3\,3\,2;2,-2,0)$; settle such cases with exact integers.

Raising the partial-wave limit calls for a fresh check of the evaluation method whenever the smallest angular momentum in a symbol is itself large. A 3j sum has at most $\min(p,q,r)+1$ terms, and since $p+q=2j_1$ and likewise for the other pairs, this is no more than the smallest $j_i$ plus one. A high partial wave coupled to a low shell therefore gives a short sum, unlike the equal-$j$ cases above. Equal $j$ is not the worst case, however. For $(l\,l\,k;0\,0\,0)$ with even $k$ the terms are $\pm\binom{2l-k}{t}\binom{k}{l-t}^2$. For $l\gg k$ the first factor is nearly constant, so $\kappa\to\binom{2k}{k}/\binom{k}{k/2}\approx2^k/\sqrt2$. At $k=60$, $\kappa$ rises from about $10^{11}$ at $l=60$ to about $8\times10^{16}$ at $l=400$, where $u\kappa$ exceeds one. The numerical check tests the 3j and 6j formulas, both recursions, the $f^2$ coefficients and the equal-$j$ sums.

## Computed results

```
All numbers are dimensionless unless a unit is given
unit roundoff u = 1.1102e-16
definition check, largest error: 3j 1.2e-15, 6j 2.2e-16
Trace of 6j {3 3 5; 3 3 2}
  t = [11, 12]  integers = [-4, 13]  sum = 9
  common prime powers: 2^4 3^3 5^2 7^1 11^1
  radicand prime powers: 2^-12 3^-12 5^-2 7^-4 11^-2
  exact value: 5/84
f^2, term 3H (L=5): squared 3j, 6j, coefficient in units of F^k
  k=2: 4/105, 5/84, -1/9 = -0.11111111
  k=4: 2/77, 17/462, -17/363 = -0.04683196
  k=6: 100/3003, 1/924, -25/14157 = -0.00176591
3j (j j j; 0 0 0): relative errors
  j     kappa     rounded terms  log-gamma   recursion
   20  3.754e+03  0.00e+00       3.08e-12    2.2e-16
   40  2.096e+07  1.66e-10       3.13e-07    4.4e-16
   60  1.173e+11  5.78e-07       8.06e-04    4.4e-16
   80  6.564e+14  1.53e-02       1.14e+01    8.9e-16
  100  3.675e+18  4.84e+00       1.46e+05    1.1e-15
  120  2.057e+22  4.34e+04       8.22e+08    6.7e-16
  140  1.152e+26  1.67e+09       1.83e+12    4.4e-16
  j=120 exact 5.03117927975729e-03, recursion 5.03117927975728e-03
  j=120 rounded-term sum -2.1837e+02, log-gamma sum -4.1380e+06
  first even j with error >= 1: rounded 92, log-gamma 76
6j {j j j; j j j}: relative errors
  j     kappa     rounded terms  log-gamma   recursion
   20  8.346e+02  3.35e-14       5.88e-12    3.3e-16
   40  1.041e+06  1.71e-13       2.22e-08    0.0e+00
   60  1.305e+09  2.81e-09       3.49e-05    2.2e-16
   80  1.644e+12  1.70e-05       3.63e-02    4.4e-16
  100  2.079e+15  2.62e-02       1.44e+02    1.1e-16
  120  2.639e+18  9.91e+01       6.81e+04    3.3e-16
  140  3.363e+21  1.45e+04       2.59e+08    1.1e-15
  j=120 exact 3.55775665654524e-04, recursion 3.55775665654524e-04
  j=120 rounded-term sum 3.5608e-02, log-gamma sum -2.4227e+01
  first even j with error >= 1: rounded 110, log-gamma 84
3j kappa growth per unit j: 1.539601
3j kappa(140) / asymptotic law: 1.000793
3j predicted j where u*kappa = 1: 86.07
6j largest term at t/j - 3 = 0.640851
6j growth rate per unit j: law 0.357030, sums 0.357038
ladder error / largest entry: 3j 1.1e-15, 6j 1.5e-15
Tail case j2, j3, m2, m3, j1 = 100, 80, 60, -50, 180
  exact 3j 5.2470261723e-18
  relative error: matched 1.6e-15, one-way 4.2e+14
```
